# Allan variance of telegraph noise and the position of its maximum: verification in Python

```python
# Result under test: for a two-level telegraph signal with exponential covariance
#   C(t) = s2*exp(-|t|/tau),  1/tau = 1/tau_c + 1/tau_e,  s2 = p*(1-p)*step^2,
# the Allan variance of adjacent window means of length T is s2*F(x), x = T/tau,
#   F(x) = (2x - 3 + 4exp(-x) - exp(-2x))/x^2,
# with a single maximum near x = 1.89. Independent traps add.
# tau_c: mean time empty, tau_e: mean time filled, p: filled fraction,
# step: current step of one trap. Times in ms and currents in nA unless named.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def allan_shape(x):
    """Derived F(x); power series below 0.1 avoids cancellation."""
    x = np.asarray(x, dtype=float)
    safe = np.maximum(x, 0.1)
    closed = (2*safe - 3 + 4*np.exp(-safe) - np.exp(-2*safe))/safe**2
    small = np.minimum(x, 0.1)
    series = sum((-1)**n*(4 - 2**n)*small**(n - 2)/math.factorial(n)
                 for n in range(3, 15))
    return np.where(x < 0.1, series, closed)


def trap_generator(tau_c, tau_e):
    """Rate matrix, rows = initial state (empty, filled)."""
    return np.array([[-1/tau_c, 1/tau_c], [1/tau_e, -1/tau_e]])


def covariance_from_generator(generator, current):
    """Stationary covariance of the current by diagonalizing the rate matrix."""
    size = len(current)
    system = np.vstack([generator.T, np.ones(size)])
    target = np.append(np.zeros(size), 1.0)
    stationary = np.linalg.lstsq(system, target, rcond=None)[0]
    rates, vectors = np.linalg.eig(generator)
    weights = ((stationary*current) @ vectors)*np.linalg.solve(vectors, current)
    mean = stationary @ current

    def covariance(t):
        total = sum(w*np.exp(r*np.asarray(t)) for w, r in zip(weights, rates))
        return np.real(total) - mean**2
    return covariance


nodes, node_weights = np.polynomial.legendre.leggauss(60)
nodes, node_weights = (nodes + 1)/2, node_weights/2
U, V = np.meshgrid(nodes, nodes, indexing="ij")
W = np.outer(node_weights, node_weights)


def allan_from_definition(covariance, window):
    """Variance of one window mean minus covariance of adjacent means."""
    variance = 2*np.sum(W*U*covariance(window*U*(1 - V)))
    adjacent = np.sum(W*covariance(window*(1 + V - U)))
    return variance - adjacent


def simulated_allan(tau_c, tau_e, step, window, cycles, record, seed):
    """Allan variance of each separate record of a random dwell-time trace."""
    rng = np.random.default_rng(seed)
    dwell = np.column_stack([rng.exponential(tau_c, cycles),
                             rng.exponential(tau_e, cycles)])
    filled = dwell.copy()
    filled[:, 0] = 0
    times = np.append(0, np.cumsum(dwell.ravel()))
    filled_time = np.append(0, np.cumsum(filled.ravel()))
    per_record = int(record/window)
    records = int(times[-1]/window)//per_record
    edges = np.arange(records*per_record + 1)*window
    means = step*np.diff(np.interp(edges, times, filled_time))/window
    jumps = np.diff(means.reshape(records, per_record), axis=1)
    return 0.5*np.mean(jumps**2, axis=1)


# Device inputs (rough typical values)
temperature = 300.0
width_nm, length_nm, oxide_nm, depth_nm = 100.0, 50.0, 2.0, 0.5
gm = 50e-6            # A/V
drain_current = 5e-6  # A
fast_c, fast_e = 12.0, 4.0
slow_c, slow_e = 200.0, 600.0
q, kB, eps0 = const.e, const.k, const.epsilon_0
kT = kB*temperature
area = width_nm*length_nm*1e-18
cox = 3.9*eps0/(oxide_nm*1e-9)
shift = q/(cox*area)*(1 - depth_nm/oxide_nm)
step = gm*shift*1e9

# Threshold shift from direct double integration of a thin charged sheet
cells = 20000
dz = oxide_nm*1e-9/cells
z = (np.arange(cells) + 0.5)*dz
sheet = np.exp(-0.5*((z - depth_nm*1e-9)/(0.01e-9))**2)
sheet *= q/area/(np.sum(sheet)*dz)
field = np.cumsum(sheet)*dz/(3.9*eps0)
assert abs(np.sum(field)*dz/shift - 1) < 1e-3

# One trap: correlation, Allan variance, limits
tau = 1/(1/fast_c + 1/fast_e)
tau_slow = 1/(1/slow_c + 1/slow_e)
p = fast_e/(fast_c + fast_e)
p_slow = slow_e/(slow_c + slow_e)
s2 = p*(1 - p)*step**2
s2_slow = p_slow*(1 - p_slow)*step**2
cov_fast = covariance_from_generator(trap_generator(fast_c, fast_e),
                                     np.array([0.0, -step]))
lags = np.linspace(0, 6*tau, 25)
assert np.allclose(cov_fast(lags), s2*np.exp(-lags/tau), rtol=1e-8, atol=1e-9*s2)


def shape_from_definition(x):
    return allan_from_definition(cov_fast, x*tau)/cov_fast(0.0)


for x in (0.03, 0.3, 1.0, 1.9, 5.0, 20.0):
    assert abs(shape_from_definition(x)/allan_shape(x) - 1) < 1e-8
for x in (0.5, 1.9, 6.0):
    spectral = quad(lambda u: np.sin(u)**2*np.sinc(u/np.pi)**2/(1 + 4*u*u/x**2),
                    0, 300, limit=3000, epsabs=1e-10)[0]*8/(np.pi*x)
    assert abs(spectral/allan_shape(x) - 1) < 2e-6
assert abs(shape_from_definition(1e-3)/(2e-3/3) - 1) < 1e-3
assert abs(shape_from_definition(40.0)/(2/40*(1 - 1.5/40)) - 1) < 1e-7

# Maximum: root of the derived condition against direct maximization
x_peak = brentq(lambda x: x*(1 - np.exp(-x))**2
                - (2*x - 3 + 4*np.exp(-x) - np.exp(-2*x)), 1, 3, xtol=1e-13)
direct = minimize_scalar(lambda x: -shape_from_definition(x), bounds=(0.5, 5),
                         method="bounded", options={"xatol": 1e-9})
assert abs(direct.x - x_peak) < 1e-5
f_peak = (1 - np.exp(-x_peak))**2/x_peak
assert abs(-direct.fun - f_peak) < 1e-9
assert abs(x_peak - 1.89) < 0.005
scan = np.array([shape_from_definition(x) for x in np.geomspace(0.02, 50, 400)])
signs = np.sign(np.diff(scan))
assert signs[0] > 0 and signs[-1] < 0 and np.count_nonzero(np.diff(signs)) == 1


def scaled_slope(x, d=1e-3):
    return x**3*(shape_from_definition(x + d) - shape_from_definition(x - d))/(2*d)


x_turn = brentq(lambda x: np.exp(x) - 1 - 2*x, 0.5, 3)
turn = minimize_scalar(lambda x: -scaled_slope(x), bounds=(0.3, 3),
                       method="bounded", options={"xatol": 1e-7})
assert abs(turn.x - x_turn) < 1e-3
band = [brentq(lambda x: float(allan_shape(x)) - 0.99*f_peak, a, b)
        for a, b in ((0.5, x_peak), (x_peak, 6))]

# Random dwell-time simulation in records of 60 s
record = 60000.0
window_peak = x_peak*tau
window_slow = x_peak*tau_slow
for seed, window in enumerate((2.0, window_peak, 30.0)):
    sample = simulated_allan(fast_c, fast_e, step, window, 600000, record, seed + 1)
    error = sample.std(ddof=1)/np.sqrt(len(sample))
    expected = s2*float(allan_shape(window/tau))
    assert error/expected < 0.01 and abs(sample.mean() - expected) < 5*error
    if window == window_peak:
        sim_mean, sim_error = sample.mean(), error
        scatter_fast = sample.std(ddof=1)/sample.mean()
sample = simulated_allan(slow_c, slow_e, step, window_slow, 40000, record, 9)
scatter_slow = sample.std(ddof=1)/sample.mean()
assert abs(sample.mean() - s2_slow*f_peak) < 5*sample.std(ddof=1)/np.sqrt(len(sample))

# Two independent traps as one four-state process
pair_generator = (np.kron(trap_generator(fast_c, fast_e), np.eye(2))
                  + np.kron(np.eye(2), trap_generator(slow_c, slow_e)))
cov_pair = covariance_from_generator(pair_generator,
                                     -step*np.array([0.0, 1.0, 1.0, 2.0]))


def pair_allan(window):
    return float(s2*allan_shape(window/tau) + s2_slow*allan_shape(window/tau_slow))


for window in (1.0, 6.0, 30.0, 100.0):
    assert abs(allan_from_definition(cov_pair, window)/pair_allan(window) - 1) < 1e-7


def count_maxima(ratio):
    x = np.geomspace(0.3, 6*ratio, 6000)
    total = allan_shape(x) + allan_shape(x/ratio)
    return np.count_nonzero((total[1:-1] > total[:-2]) & (total[1:-1] > total[2:]))


low, high = 3.0, 50.0
assert count_maxima(low) == 1 and count_maxima(high) == 2
for _ in range(30):
    middle = np.sqrt(low*high)
    if count_maxima(middle) == 1:
        low = middle
    else:
        high = middle
threshold = high
assert all(count_maxima(r) == 1 for r in np.geomspace(1.05, 0.98*threshold, 30))
assert all(count_maxima(r) == 2 for r in np.geomspace(1.02*threshold, 1000, 30))


def extremum(function, a, b, sign):
    return minimize_scalar(lambda v: sign*function(np.exp(v)),
                           bounds=(np.log(a), np.log(b)), method="bounded",
                           options={"xatol": 1e-9})


first = np.exp(extremum(pair_allan, 2, 20, -1).x)
dip = np.exp(extremum(pair_allan, 10, 150, 1).x)
second = np.exp(extremum(pair_allan, 100, 1000, -1).x)
assert pair_allan(dip) < min(pair_allan(first), pair_allan(second))
merged_ratio = 5.0
assert count_maxima(merged_ratio) == 1
merged = np.exp(extremum(lambda x: float(allan_shape(x) + allan_shape(x/merged_ratio)),
                         0.5, 30, -1).x)*tau

# Uniform distribution in ln(tau): flat Allan variance
plateau = quad(lambda v: float(allan_shape(np.exp(v))), -18, 18, limit=300)[0]
assert abs(plateau - 2*np.log(2)) < 1e-6
occupancy_integral = quad(lambda e: 1/(4*np.cosh(e/2)**2), -40, 40)[0]
assert abs(occupancy_integral - 1) < 1e-8

# Sizes of neglected effects, relative to the fast-trap peak where stated
peak = s2*f_peak
peak_A2 = peak*1e-18
T_s = window_peak*1e-3
trap_density = 1e17      # per cm3 per eV
decay_nm = 0.1
traps_per_log = trap_density*(kT/q)*(decay_nm*1e-7)*(area*1e4)
background = plateau*traps_per_log*step**2/peak
thermal = 4*kT*gm/(2*T_s)/peak_A2
leak_density = 0.1       # A/cm2
leakage = leak_density*area*1e4
shot = 2*q*leakage/(2*T_s)/peak_A2
drift_rate = 1e-3/60     # V/s
ramp_time = (np.arange(2000) + 0.5)/1000
ramp_means = ramp_time.reshape(2, 1000).mean(axis=1)
assert abs(0.5*np.diff(ramp_means)[0]**2 - 0.5) < 1e-12
drift_slow = 0.5*(gm*drift_rate*window_slow*1e-3)**2/(s2_slow*f_peak*1e-18)
scattering, mobility = 1e4, 200.0   # V s/C, cm2/Vs
mobility_ratio = (scattering*mobility*cox*1e-4*drain_current/gm
                  / (1 - depth_nm/oxide_nm))
activation = 0.6         # eV
percent_per_K = 100*activation*q/(kB*temperature**2)
hot = 358.15
speedup = np.exp(activation*q/kB*(1/temperature - 1/hot))
separation_nm = 50.0
coulomb = q**2/(4*np.pi*eps0*0.5*(3.9 + 11.7)*separation_nm*1e-9)/kT
oxide_voltage, breakdown = 0.6, 10.0
oxide_field = oxide_voltage/(oxide_nm*1e-7)/1e6

print(f"Peak position x* = T/tau: {x_peak:.6f}")
print(f"exp(-x*): {np.exp(-x_peak):.6f}")
print(f"Peak height F(x*): {f_peak:.6f}")
print(f"Turning point of x^3 F', root of exp(x)=1+2x: {x_turn:.4f}")
print(f"F within 1% of peak for x from {band[0]:.3f} to {band[1]:.3f}")
print(f"Integral of F over ln x: {plateau:.6f}; 2 ln 2 = {2*np.log(2):.6f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Gate width, length: {width_nm:.0f}, {length_nm:.0f} nm")
print(f"Oxide thickness, trap depth: {oxide_nm:.1f}, {depth_nm:.1f} nm")
print(f"Transconductance: {gm*1e6:.0f} uA/V")
print(f"Drain current: {drain_current*1e6:.1f} uA")
print(f"Oxide capacitance: {cox*100:.3f} uF/cm2")
print(f"Threshold shift per trap: {shift*1e3:.3f} mV")
print(f"Current step per trap: {step:.2f} nA")
print(f"Fast trap tau_c, tau_e, tau: {fast_c:.0f}, {fast_e:.0f}, {tau:.3f} ms")
print(f"Slow trap tau_c, tau_e, tau: {slow_c:.0f}, {slow_e:.0f}, {tau_slow:.1f} ms")
print(f"Filled fraction fast, slow: {p:.2f}, {p_slow:.2f}")
print(f"Signal variance of each trap: fast {s2:.1f}, slow {s2_slow:.1f} nA^2")
print(f"Fast trap alone, peak window: {window_peak:.3f} ms")
print(f"Slow trap alone, peak window: {window_slow:.1f} ms")
print(f"Peak Allan variance, fast trap: {peak:.1f} nA^2")
print(f"Peak Allan deviation, fast trap: {np.sqrt(peak):.2f} nA")
print(f"Simulated peak Allan variance: {sim_mean:.1f} +- {sim_error:.1f} nA^2")
print(f"Both traps, first maximum: {first:.3f} ms, {pair_allan(first):.1f} nA^2")
print(f"Both traps, minimum between: {dip:.2f} ms, {pair_allan(dip):.1f} nA^2")
print(f"Both traps, second maximum: {second:.1f} ms, {pair_allan(second):.1f} nA^2")
print(f"Ratio of the two correlation times: {tau_slow/tau:.1f}")
print(f"Threshold ratio for two maxima, equal variances: {threshold:.2f}")
print(f"Merged case tau: {tau:.1f} and {merged_ratio*tau:.1f} ms")
print(f"Merged case single peak: {merged:.2f} ms")
print(f"Merged case apparent tau: {merged/x_peak:.2f} ms")
print(f"Record length: {record/1000:.0f} s")
print(f"Scatter of one record at peak, fast trap: {100*scatter_fast:.1f} %")
print(f"Scatter of one record at peak, slow trap: {100*scatter_slow:.1f} %")
print(f"Background trap density (rough): {trap_density:.0e} /(cm3 eV)")
print(f"Tunnelling decay length (rough): {decay_nm:.1f} nm")
print(f"Effective background traps per unit ln tau: {traps_per_log:.2e}")
print(f"Mean trap background / fast peak: {100*background:.2f} %")
print(f"Channel thermal noise / fast peak: {thermal:.1e}")
print(f"Gate leakage (rough): {leak_density:.1f} A/cm2, {leakage*1e12:.1f} pA")
print(f"Gate shot noise / fast peak: {shot:.1e}")
print(f"Threshold drift (rough): {drift_rate*1e6:.1f} uV/s")
print(f"Drift / slow peak: {drift_slow:.1e}")
print(f"Scattering coefficient (rough): {scattering:.0e} V s/C")
print(f"Mobility (rough): {mobility:.0f} cm2/Vs")
print(f"Mobility part / number part of step: {mobility_ratio:.2f}")
print(f"Peak height factor with mobility part: {(1 + mobility_ratio)**2:.2f}")
print(f"Activation energy (rough): {activation:.1f} eV")
print(f"Fall of tau per kelvin at 300 K: {percent_per_K:.1f} %")
print(f"Fall of tau from 300 K to {hot:.2f} K: factor {speedup:.1f}")
print(f"Fast peak window at {hot:.2f} K: {window_peak/speedup:.3f} ms")
print(f"Trap separation: {separation_nm:.0f} nm")
print(f"Unscreened trap-trap energy / kT: {coulomb:.3f}")
print(f"Oxide voltage: {oxide_voltage:.1f} V")
print(f"Oxide field, rough breakdown: {oxide_field:.1f}, {breakdown:.0f} MV/cm")
print("finished without a failed check")
```

Running it gives:

```
Peak position x* = T/tau: 1.892618
exp(-x*): 0.150677
Peak height F(x*): 0.381139
Turning point of x^3 F', root of exp(x)=1+2x: 1.2564
F within 1% of peak for x from 1.587 to 2.253
Integral of F over ln x: 1.386294; 2 ln 2 = 1.386294
Temperature: 300 K
Gate width, length: 100, 50 nm
Oxide thickness, trap depth: 2.0, 0.5 nm
Transconductance: 50 uA/V
Drain current: 5.0 uA
Oxide capacitance: 1.727 uF/cm2
Threshold shift per trap: 1.392 mV
Current step per trap: 69.60 nA
Fast trap tau_c, tau_e, tau: 12, 4, 3.000 ms
Slow trap tau_c, tau_e, tau: 200, 600, 150.0 ms
Filled fraction fast, slow: 0.25, 0.75
Signal variance of each trap: fast 908.2, slow 908.2 nA^2
Fast trap alone, peak window: 5.678 ms
Slow trap alone, peak window: 283.9 ms
Peak Allan variance, fast trap: 346.1 nA^2
Peak Allan deviation, fast trap: 18.61 nA
Simulated peak Allan variance: 346.9 +- 0.5 nA^2
Both traps, first maximum: 6.304 ms, 369.6 nA^2
Both traps, minimum between: 39.44 ms, 253.7 nA^2
Both traps, second maximum: 259.4 ms, 365.9 nA^2
Ratio of the two correlation times: 50.0
Threshold ratio for two maxima, equal variances: 11.32
Merged case tau: 3.0 and 15.0 ms
Merged case single peak: 11.66 ms
Merged case apparent tau: 6.16 ms
Record length: 60 s
Scatter of one record at peak, fast trap: 1.7 %
Scatter of one record at peak, slow trap: 12.1 %
Background trap density (rough): 1e+17 /(cm3 eV)
Tunnelling decay length (rough): 0.1 nm
Effective background traps per unit ln tau: 1.29e-03
Mean trap background / fast peak: 2.51 %
Channel thermal noise / fast peak: 2.1e-07
Gate leakage (rough): 0.1 A/cm2, 5.0 pA
Gate shot noise / fast peak: 4.1e-13
Threshold drift (rough): 16.7 uV/s
Drift / slow peak: 8.1e-05
Scattering coefficient (rough): 1e+04 V s/C
Mobility (rough): 200 cm2/Vs
Mobility part / number part of step: 0.46
Peak height factor with mobility part: 2.13
Activation energy (rough): 0.6 eV
Fall of tau per kelvin at 300 K: 7.7 %
Fall of tau from 300 K to 358.15 K: factor 43.3
Fast peak window at 358.15 K: 0.131 ms
Trap separation: 50 nm
Unscreened trap-trap energy / kT: 0.143
Oxide voltage: 0.6 V
Oxide field, rough breakdown: 3.0, 10 MV/cm
finished without a failed check
```
